# Separating magnetic and electrostatic electron phases by turning the specimen over, part 2

The problem is to separate the electrostatic and magnetic phases of an electron wave by imaging a specimen upright and again after a 180° flip about an in-plane axis $\mathbf n$. The beam runs along $+z$, and $\boldsymbol\rho=(x,y)$ is a point in the image, referred back to the specimen plane. The electron has charge $-e$, rest mass $m$, and in vacuum kinetic energy $E$, speed $v$, momentum $p_0$ and total energy $W=E+mc^2$. Phases are in radians.

The specimen has potentials $V$ and $\mathbf A$, with $\mathbf B=\nabla\times\mathbf A$, and magnetization $\mathbf M$. In the projection approximation

$$\varphi(\boldsymbol\rho)=\frac1\hbar\int\left(p_k-p_0-eA_z\right)dz ,$$

where $p_k$ is the size of the local kinetic momentum. The neglected sideways motion adds $-\Pi_\perp^2/(2p_k)$ to the bracket, with $\boldsymbol\Pi_\perp$ the transverse kinetic momentum. To first order in $V$, using $dp_0/dW=W/(p_0c^2)=1/v$,

$$\varphi=\varphi_e+\varphi_m,\qquad \varphi_e=C_E\int V\,dz,\qquad \varphi_m=-\frac{e}{\hbar}\int A_z\,dz,\qquad C_E=\frac{e}{\hbar v}.$$

The flux rule is $\partial_x\varphi_m=(e/\hbar)\int B_y\,dz$.

A prime denotes the flipped specimen. $P$ is the mirror in the image plane that keeps $\mathbf n$, with $P^2=1$; for a flip about $y$ it sends $(x,y)$ to $(-x,y)$. If $\mathbf M$ and the charges turn rigidly with the specimen,

$$\varphi'_e(\boldsymbol\rho)=\varphi_e(P\boldsymbol\rho),\qquad \varphi'_m(\boldsymbol\rho)=-\varphi_m(P\boldsymbol\rho).$$

The second image is aligned by reading it at $P\boldsymbol\rho$. The half-sum and half-difference are then

$$\varphi_e(\boldsymbol\rho)=\tfrac12\left[\varphi(\boldsymbol\rho)+\varphi'(P\boldsymbol\rho)\right],\qquad \varphi_m(\boldsymbol\rho)=\tfrac12\left[\varphi(\boldsymbol\rho)-\varphi'(P\boldsymbol\rho)\right].$$

A uniformly magnetized body has

$$\mathbf A(\mathbf r)=\frac{\mu_0}{4\pi}\int\frac{\mathbf M\times(\mathbf r-\mathbf r')}{|\mathbf r-\mathbf r'|^3}\,d^3r' .$$

For a prism of thickness $t$ with $x_1<x'<x_2$, $y_1<y'<y_2$ and $\mathbf M=M\hat{\mathbf y}$, this gives $\varphi_m=\frac e\hbar\frac{\mu_0Mt}{2\pi}\,G$, where

$$G=F(X_b,Y_b)-F(X_a,Y_b)-F(X_b,Y_a)+F(X_a,Y_a),$$

$$F(X,Y)=\tfrac12Y\ln(X^2+Y^2)+X\arctan(Y/X),$$

with $X_a=x-x_2$, $X_b=x-x_1$, $Y_a=y-y_2$ and $Y_b=y-y_1$. For a very long prism the phase is flat outside and has the slope $(e/\hbar)\mu_0Mt$ inside.

### The bar and its four readings

The example is a permalloy-like bar at 300 kV. It extends from $x=-30$ to $30$ nm and from $y=-100$ to $100$ nm. Its thickness is 10 nm for $x<0$ and 20 nm for $x>0$. Rough typical values are taken: $\mu_0M=1$ T along $+y$ and a mean inner potential $V_0=20$ V. At this energy $v/c=0.7765$, which gives $C_E=6.526$ mrad/(V nm); also $e/\hbar=1.519$ mrad/(T nm²).

The electrostatic phases of the two halves are

$$6.526\times10^{-3}\times20\times10=1.305\ \text{rad},\qquad 6.526\times10^{-3}\times20\times20=2.610\ \text{rad}.$$

For the magnetic phase at $x=15$ nm, $y=0$, the thick half is centred on the point, and its contribution vanishes by symmetry. The thin half has $X_a=15$ nm and $X_b=45$ nm. Since $F$ is odd in $Y$, $G=2[F(45,100)-F(15,100)]=76.87$ nm, and

$$\varphi_m=\frac{1.519\times10^{-3}\times1\times10\times76.87}{2\pi}=0.186\ \text{rad}.$$

At $x=-15$ nm the roles are exchanged. The thick half now lies on the other side and contributes twice as much with the opposite sign, $-0.372$ rad.

The specimen is flipped about $y$. The third column is read at $-x$ in the second image, which is the same specimen point. Phases are in radians.

| $x$ (nm) | upright | flipped | half-sum | half-difference |
|---:|---:|---:|---:|---:|
| −45 | −0.486 | 0.486 | 0.000 | −0.486 |
| −15 | 0.933 | 1.677 | 1.305 | −0.372 |
| 15 | 2.796 | 2.425 | 2.610 | 0.186 |
| 45 | 0.522 | −0.522 | 0.000 | 0.522 |

The half-sum follows the thickness and is zero in vacuum. The half-difference does not vanish in vacuum, because the flux inside the bar separates the phases on its two sides. The stray field makes the phase vary from place to place in the vacuum.

If the second image is not mirrored, the point $x=15$ nm is paired with specimen point $-15$ nm. The half-difference becomes $(2.796-1.677)/2=0.560$ rad instead of 0.186 rad. Half the difference between the two electrostatic phases contributes 0.653 rad, and the magnetic phases subtract 0.093 rad from it.

For a very long bar with the same cross-section, the flux is $1\times(10\times30+20\times30)=900$ T nm², and the magnetic phase step is 1.367 rad. In the finite bar the change between $x=-45$ and $45$ nm is $0.5216+0.4856=1.007$ rad. The difference comes from the field $\mu_0\mathbf H$ of the end charges, whose $y$ component at mid-length opposes $\mathbf M$ and reduces the flux through the strip.

### Tests of the relation

The phases were also calculated from surface currents and line integrals, for the same bar shape with $\mu_0\mathbf M=(0.4,0.8,0.3)$ T. The points were $(-45,20)$, $(-15,-40)$, $(15,55)$ and $(45,-10)$ nm. For flips about $y$ and about an axis at 30° to $x$, the half-sums and half-differences agreed with the closed forms within $10^{-6}$ rad. A 180° turn about the beam reproduced the upright phase within the same limit.

A second test followed relativistic trajectories through smooth fields. The potential was a Gaussian of height 20 V centred at $(4,-3,6)$ nm, and $\mathbf A$ was a Gaussian with amplitude $(6,-9,15)$ T nm centred at $(-5,2,-4)$ nm. Both had a standard width of 15 nm. The electron entered at $(11,7)$ nm and the flip axis lay at 30° to $x$. The aligned half-sum of the sideways kicks was $(-21.635,-30.907)$ eV/$c$, against $(-21.636,-30.908)$ eV/$c$ from $\hbar\nabla\varphi_e$. The half-difference was $(6.439,2.012)$ eV/$c$, equal to $\hbar\nabla\varphi_m$ at this precision.

### When the reference wave crosses the stray field

In off-axis holography the object wave is compared with a reference wave displaced by a fixed laboratory vector $\mathbf D$. The hologram then gives $\varphi(\boldsymbol\rho)-\varphi(\boldsymbol\rho-\mathbf D)$. Suppose that the reference passes through vacuum without an electrostatic stray field, so that its phase is magnetic. The upright image is

$$h(\boldsymbol\rho)=\varphi_e(\boldsymbol\rho)+\varphi_m(\boldsymbol\rho)-\varphi_m(\boldsymbol\rho-\mathbf D).$$

In the flipped image the reference phase at $P\boldsymbol\rho-\mathbf D$ is $-\varphi_m(P(P\boldsymbol\rho-\mathbf D))=-\varphi_m(\boldsymbol\rho-P\mathbf D)$. Subtracting it gives

$$h'(P\boldsymbol\rho)=\varphi_e(\boldsymbol\rho)-\varphi_m(\boldsymbol\rho)+\varphi_m(\boldsymbol\rho-P\mathbf D).$$

The half-sum and half-difference are therefore

$$\varphi_e(\boldsymbol\rho)+\tfrac12[\varphi_m(\boldsymbol\rho-P\mathbf D)-\varphi_m(\boldsymbol\rho-\mathbf D)],$$

$$\varphi_m(\boldsymbol\rho)-\tfrac12[\varphi_m(\boldsymbol\rho-P\mathbf D)+\varphi_m(\boldsymbol\rho-\mathbf D)].$$

If $\mathbf D$ lies along the flip axis, $P\mathbf D=\mathbf D$ and the half-sum is clean. The half-difference still contains the magnetic phase of the reference. If $\mathbf D$ is perpendicular to the axis, $P\mathbf D=-\mathbf D$ and the half-sum has an error.

For the bar, with the reference 500 nm away across the flip axis, this error is 0.086 rad at $x=15$ nm, or 3.3% of the local electrostatic phase. It varies by 0.0014 rad over $|x|<60$ nm along $y=0$. Setting the half-sum to zero in nearby vacuum therefore removes most of it.

### Registration

Let the second image be displaced by $\boldsymbol\delta$ after mirroring. The half-difference then contains the false magnetic phase $\tfrac12[\varphi_e(\boldsymbol\rho)-\varphi_e(\boldsymbol\rho+\boldsymbol\delta)]$. The half-sum contains the false electrostatic phase $\tfrac12[\varphi_m(\boldsymbol\rho)-\varphi_m(\boldsymbol\rho+\boldsymbol\delta)]$.

For $\delta=1$ nm along $x$, the first error reaches 1.305 rad in a strip 1 nm wide at the sharp outer edge of the thick half. This exceeds every magnetic phase in the table. Away from thickness steps it vanishes in this model. The second error is 0.013 rad at $x=15$ nm. Magnetic values close to edges therefore deserve less trust than values on flat regions.

### Propagation inside the specimen and higher order in the potential

The neglected sideways motion contributes $-\int\Pi_\perp^2\,dz/(2\hbar p_0)$ to the phase. On a flat region of the long bar, the magnetic phase slope grows in proportion to the depth, up to $g=(e/\hbar)\mu_0Mt=0.0304$ rad/nm for $t=20$ nm. Since $\int_0^t(gz/t)^2dz=g^2t/3$, the size of the correction is $g^2t/(6k)$, where $k=p_0/\hbar=2\pi/\lambda$. With $\lambda=1.969$ pm this is $1.0\times10^{-6}$ rad. It is even in $g$, so it enters the half-sum.

Wave propagation through the long bar, with edges of 0.5 nm rms width, gave the same size. More than 4 nm from the edges and the step, the half-sum differed from the projected phase by at most $1.0\times10^{-6}$ rad, and the half-difference by at most $2\times10^{-7}$ rad. At the edges the largest differences were $4.5\times10^{-3}$ and $9\times10^{-4}$ rad. These values hold when both images are focused on the exit face; a focus mismatch of 10 nm between the images raises the second to about $3\times10^{-3}$ rad. The projection approximation is thus adequate for this bar; the correction grows with thickness and with steeper phase gradients.

For the second order in $V$, differentiate $dp_0/dW=W/(p_0c^2)$ once more:

$$\frac{d^2p_0}{dW^2}=\frac1{p_0c^2}-\frac{W^2}{p_0^3c^4}=-\frac{m^2}{p_0^3}.$$

The added phase is $-m^2e^2V_0^2t/(2\hbar p_0^3)$, or $-2.1\times10^{-5}$ rad in the thick half. It remains in the half-sum.

### Bragg diffraction in a grain

A mean inner potential leaves out the lattice. A simple estimate keeps the transmitted amplitude $\psi_0$ and one diffracted amplitude $\psi_g$:

$$\frac{d\psi_0}{dz}=iq\psi_g,\qquad \frac{d\psi_g}{dz}=iq\psi_0+id\,\psi_g,\qquad q=C_EV_g .$$

Here $V_g$ is a Fourier coefficient of the lattice potential and $d$ measures the departure from the Bragg condition. With $V_g=5$ V, a rough value for a higher-order reflection of a nickel-rich alloy, and a thickness of 20 nm, the transmitted wave acquires an extra phase of up to 0.142 rad as $d$ is varied.

For a flip by precisely 180°, a uniform grain keeps this phase. In the specimen's frame the incident wave vector changes from $\mathbf k$ to $-\mathbf k$, and the reflection $-\mathbf g$ then has $|-\mathbf k-\mathbf g|=|\mathbf k+\mathbf g|$, hence the same $d$. The amplitude $\psi_0$ depends on the coupling through $V_gV_{-g}$, which is also unchanged.

A tilt error changes $d$, and half the change of the Bragg phase enters the half-difference. Reversing $d$ turns $\psi_0$ into its complex conjugate and reverses its phase. For this reflection the false magnetic phase can therefore reach the full 0.142 rad, comparable with the 0.186 rad at $x=15$ nm. The lowest-order reflections of such an alloy are stronger, with $V_g$ of roughly 10 V or more. At 10 V and the same thickness the two-beam equations give a phase of up to 0.70 rad, well above the magnetic phase at that point. With the lattice spacing of nickel 111, a change of tilt of about 0.3° takes this two-beam phase from one extreme to the other. At about 12 V, where $qt=\pi/2$, the two-beam transmitted amplitude vanishes at the Bragg condition and its phase is undefined there. For nickel 111 at 300 kV these two-beam figures are only indicative. The Bragg angle, 0.28°, is as large as this tilt range, so the other reflections of the row ($-\mathbf g$, $2\mathbf g$, …) are excited as well, the symmetry under reversal of $d$ is lost, and the phase can be larger. A free-atom estimate puts $V_{111}$ of nickel at roughly 13 V, beyond $qt=\pi/2$; with the whole row included, the transmitted phase then changes by about 3 rad over ±0.27° around the Bragg position. Strongly diffracting grains should be avoided.

### Does the magnetization stay fixed?

The method requires $\mathbf M$ to turn with the bar. This was estimated for a uniform bar of the mean thickness, 60 × 200 × 15 nm, whose demagnetizing factors are $N_x=0.210$, $N_y=0.060$ and $N_z=0.730$. If $\mathbf M$ rotates in the plane by a small angle $\beta$ under a transverse field $B_x$, the angle-dependent energy density is

$$\tfrac12\mu_0M^2(N_x-N_y)\beta^2-MB_x\beta .$$

Its minimum is at $\beta=B_x/[\mu_0M(N_x-N_y)]$, so the anisotropy field is 150 mT. For canting out of the plane, $N_x$ is replaced by $N_z$.

The objective lens must be switched off for such a specimen. Its normal field, of the order of 2 T along the beam, exceeds the value $\mu_0M(N_z-N_y)=0.67$ T at which the magnetization of this bar points fully along the beam, and the magnetization would then not turn with the bar. With the lens off, take a rough residual field of 5 mT along the beam and a tilt error of 2°. The magnetization cants by 0.43° out of the plane and by 0.07° within it. The component $M_z$ does not enter $A_z$, by the cross product above. For this uniform bar the in-plane canting amounts to $1.2\times10^{-3}$ of $M$, and its phase is smaller than that of a fully cross-magnetized bar by this factor. The stepped bar has somewhat different factors, $N_x=0.255$, $N_y=0.060$ and $N_z=0.685$, and also an off-diagonal factor $N_{xz}$ of size 0.037 that couples the two cantings. The residual field then tilts $\mathbf M$ in the plane by $1.5\times10^{-3}$ even without a tilt error, and by up to $2.5\times10^{-3}$ with it, which is still small.

The energy barrier for uniform rotation is $\tfrac12\mu_0M^2(N_x-N_y)$ times the volume, about 2600 $k_BT$ at 300 K. Thermal reversal by uniform rotation is therefore negligible. Reversal through a non-uniform state may have a lower barrier, which is not estimated here.

### Relation to real specimens

The magnetization and inner potential used here are rough values, not measurements on a particular bar. A real bar differs from the model in its magnetization near the ends and near the step, which is unlikely to be uniform. This changes the map of $\varphi_m$, but does not spoil the separation as long as the same state is present in both images.

A change of the specimen between the two images is more harmful. Contamination that adds 1 nm of material with a potential of 20 V adds 0.131 rad to one image. Half of it, 0.065 rad, appears as magnetic phase, about 35% of the value at $x=15$ nm; a lower potential reduces the error in proportion. Charging by the beam acts likewise if the reference wave passes outside the field of the charge: a potential that turns with the specimen stays in the half-sum, while a change between the images enters both results with weight one half. The field of a charged specimen reaches far, however, and where the reference wave crosses it, part of the electrostatic phase can appear as magnetic phase. The size of these errors depends on the specimen and is not estimated here.

## Numbers as computed

```
beam energy: 300 keV
electron speed v/c: 0.7765
wavelength: 1.9687 pm
C_E: 6.5262 mrad/(V nm)
e/hbar: 1.5193 mrad/(T nm^2)
mean inner potential (rough): 20 V; mu0*M along y (rough): 1.0 T
bar: x -30..30 nm, y -100..100 nm; thickness 10 nm (x<0), 20 nm (x>0)
flip about y; phases in rad on the line y = 0:
  x (nm)  upright  flipped(at -x)  half-sum  half-difference
    -45   -0.4856    0.4856    0.0000   -0.4856
    -15    0.9335    1.6770    1.3052   -0.3718
     15    2.7963    2.4246    2.6105    0.1859
     45    0.5216   -0.5216    0.0000    0.5216
half-difference at x = 15 nm WITHOUT mirroring: 0.5597 rad
very long bar, magnetic phase step from wave propagation: 1.3673 rad
very long bar, (e/hbar) * flux: 1.3673 rad
Lorentz test, kicks (x, y) in eV/c:
  half-sum [-21.6354 -30.9073]  hbar*grad phi_e [-21.6357 -30.9082]
  half-difference [6.4391 2.0122]  hbar*grad phi_m [6.4393 2.0123]
Neglected effects:
second order in V, 20 nm: -2.12e-05 rad
propagation, over 4 nm from edges: electric 1.0e-06, magnetic 2.0e-07 rad
propagation, at edges (0.5 nm rms width): electric 4.5e-03, magnetic 8.7e-04 rad
1 nm misregistration, false magnetic phase at outer edge: 1.305 rad
1 nm misregistration, false electric phase at x = 15 nm: 0.0131 rad
Bragg grain, 20 nm, lattice coefficient 5 V (rough): phase up to 0.142 rad
reference 500 nm away across flip axis, half-sum error at x = 15 nm: 0.0860 rad
  its variation over |x| < 60 nm: 0.00137 rad
reference 500 nm away along flip axis, half-sum error: 0.0e+00 rad
demagnetizing factors of 60 x 200 x 15 nm bar: x 0.2099, y 0.0600, z 0.7302
in-plane anisotropy field: 149.9 mT
residual lens field (rough): 5 mT; flip tilt error: 2 deg
canting of M: out of plane 0.427 deg, in plane 0.067 deg
coherent-rotation barrier at 300 K: 2592 kT
```
